# Angular overlap energy of the b1g orbital in planar bis-chelates, part 1

(Sections cited here and not found follow in the second part.)

## First half: the derivation

### The decision that hangs on the result

An open-shell calculation on a planar metal bis-chelate with nine d electrons needs an initial choice: which d orbital is to hold the single electron? If the program works with symmetry-blocked orbitals, this choice fixes the symmetry of the state, and the iterations may never leave it. The same question arises when a small active space is set up and one must decide which d orbital is antibonding enough to need its bonding partner beside it.

A simple orbital model settles the first guess. Let $\varepsilon_k$ be the five d-orbital energies. If the configurations differ only in the position of the hole, and electron repulsion is taken to be the same for all of them, their energies are

$$
E_{\rm conf}(h)=2\sum_{k}\varepsilon_k-\varepsilon_h ,
$$

where $h$ is the orbital that lacks an electron. The lowest configuration has its hole in the highest orbital. We therefore need the d-orbital energies as functions of the bite angle $\beta$, the angle donor–metal–donor within one chelate ring. The central result is

$$
E(b_{1g})=3e_\sigma\sin^2\beta ,
$$

where $e_\sigma$ is the rise of a d orbital that points straight at one donor. We shall also find where this orbital stops being the highest one.

### Geometry and labels

The metal lies at the origin and four equal donors lie in the $xy$ plane, all at the same distance. The $x$ axis bisects both bite angles. The azimuths of the donors, measured from $x$, are

$$
\varphi_1=\tfrac{\beta}{2},\quad \varphi_2=-\tfrac{\beta}{2},\quad
\varphi_3=\pi+\tfrac{\beta}{2},\quad \varphi_4=\pi-\tfrac{\beta}{2}.
$$

Donors 1 and 2 belong to one ring, donors 3 and 4 to the other. Both pairs enclose the angle $\beta$. The angle between neighbouring donors of different rings is $\pi-\beta$.

This arrangement has $D_{2h}$ symmetry. The function $xy$ is unchanged by the twofold rotation about $z$ and by inversion, and it changes sign under the twofold rotations about $x$ and $y$. With $z$ as the principal axis, that is the representation $b_{1g}$. The functions $x^2-y^2$ and $z^2$ are both unchanged by every operation and belong to $a_g$. The functions $xz$ and $yz$ belong to $b_{2g}$ and $b_{3g}$.

The label depends on the axes. At $\beta=90^\circ$ the donors form a square, and one may turn the axes by $45^\circ$ so that they run through the donors. Our orbital is then called $x^2-y^2$. It is $b_{1g}$ in the full square group $D_{4h}$ with those axes, but $a_g$ in the subgroup $D_{2h}$ that contains them. A calculation that reorients the molecule may therefore print another label for the same orbital. The safe identification is by shape: its lobes lie in the plane and, for the square, point at the donors.

### One donor

Each donor is represented by one lone-pair orbital $\chi$ of energy $E_L$, below the d level $E_d$. The lone pair is assumed to be axially symmetric about the line from donor to metal. The coupling between metal and donor is assumed to have the same axial symmetry, so the influence of the other donors on this coupling is neglected.

Let $d_\sigma$ be the d orbital directed at the donor, and write

$$
h=\langle d_\sigma|H|\chi\rangle,\qquad S=\langle d_\sigma|\chi\rangle ,
$$

both taken real. The two orbitals overlap, so the secular equation is

$$
(E_d-E)(E_L-E)-(h-ES)^2=0 .
$$

Since $(E_d-E)(E_L-E)=(E-E_d)(E-E_L)$, this can be rearranged without approximation to

$$
E-E_d=\frac{(h-ES)^2}{E-E_L}.
$$

We want the solution near $E_d$. Both $h$ and $S$ are treated as small quantities of first order. The right-hand side is then already of second order, and replacing $E$ by $E_d$ in it causes an error of fourth order. This defines

$$
e_\sigma=\frac{g_\sigma^2}{E_d-E_L},\qquad g_\sigma=h-E_dS .
$$

The denominator is positive because the donor level lies below the d level, so $e_\sigma>0$: the metal orbital is the antibonding partner and rises. The term $-E_dS$ comes from the overlap. It makes $g_\sigma$ independent of the zero of energy: shifting all energies by $c$ adds $cS$ to $h$ and $cS$ to $E_dS$, and the two cancel.

### Several donors

Now let the metal have five d orbitals $d_i$ with the common energy $E_d$. This assumes that any non-spherical electrostatic field of the donors is left out. Such a field cannot in general be absorbed in $e_\sigma$ alone, because it also separates the d orbitals of pi and delta shape about each bond. The molecular orbital is $\sum_i c_id_i+\sum_L b_L\chi_L$. With direct coupling and overlap between different donors neglected, the secular equations are

$$
(E_d-E)c_i+\sum_L g_{iL}b_L=0,
$$

$$
\sum_j g_{jL}c_j+(E_L-E)b_L=0,
$$

with $g_{iL}=\langle d_i|H-E|\chi_L\rangle$. The second equation gives

$$
b_L=\frac{1}{E-E_L}\sum_j g_{jL}c_j .
$$

Inserting this in the first, and moving the term $(E_d-E)c_i$ to the other side, gives

$$
(E-E_d)c_i=\sum_j\left[\sum_L\frac{g_{iL}g_{jL}}{E-E_L}\right]c_j .
$$

As before, $E$ is replaced by $E_d$ inside the bracket, including the $E$ within $g$. The bracket becomes a fixed $5\times5$ matrix $V_{ij}$, whose eigenvalues are the shifts of the d orbitals.

Axial symmetry simplifies $g_{iL}$. Relative to the axis through donor $L$, the five d orbitals can be chosen as one directed orbital $d_\sigma(L)$, with angular momentum zero about the axis, and four others with angular momentum of magnitude one or two. The donor orbital has angular momentum zero about that axis, so integration over the angle around the axis removes its coupling to the other four. If $F_i(L)$ is the component of $d_\sigma(L)$ along $d_i$, then

$$
g_{iL}=F_i(L)\,g_\sigma,\qquad
V_{ij}=e_\sigma\sum_LF_i(L)F_j(L).
$$

What remains is geometry.

### Components of a directed d orbital

Write the real d orbitals with a common radial prefactor $N(r)$:

$$
d_{xy}=N\sqrt3\,xy,\qquad
d_{x^2-y^2}=N\tfrac{\sqrt3}{2}(x^2-y^2),\qquad
d_{z^2}=N\tfrac12(3z^2-r^2),
$$

and $d_{xz}=N\sqrt3\,xz$, $d_{yz}=N\sqrt3\,yz$. These have equal norms. On a sphere the averages are $\langle x^4\rangle=r^4/5$ and $\langle x^2y^2\rangle=r^4/15$. Hence $3\langle x^2y^2\rangle=r^4/5$, and

$$
\tfrac34\langle(x^2-y^2)^2\rangle
=\tfrac34\left(\tfrac25-\tfrac2{15}\right)r^4=\tfrac15r^4 .
$$

For $d_{z^2}$, the same averages give

$$
\tfrac14\left(9\langle z^4\rangle-6r^2\langle z^2\rangle+r^4\right)
=\tfrac14\left(\tfrac95-2+1\right)r^4=\tfrac15r^4 .
$$

The orbital pointing along a unit vector $\mathbf n$ is $d_{z^2}$ with $z$ replaced by $\mathbf n\cdot\mathbf r$. For a donor in the plane, $\mathbf n=(\cos\varphi,\sin\varphi,0)$, and

$$
d_\sigma=\tfrac N2\left[3(x\cos\varphi+y\sin\varphi)^2-r^2\right].
$$

Expand the square and use $\cos^2\varphi=(1+\cos2\varphi)/2$, $\sin^2\varphi=(1-\cos2\varphi)/2$ and $2\sin\varphi\cos\varphi=\sin2\varphi$:

$$
3(x\cos\varphi+y\sin\varphi)^2
=\tfrac32(x^2+y^2)+\tfrac32\cos2\varphi\,(x^2-y^2)+3\sin2\varphi\,xy .
$$

Because $x^2+y^2=r^2-z^2$, the part without $\varphi$ is

$$
\tfrac32(r^2-z^2)-r^2=-\tfrac12(3z^2-r^2).
$$

Multiplying by $N/2$ and reading off the normalized orbitals gives

$$
d_\sigma=-\tfrac12d_{z^2}+\tfrac{\sqrt3}{2}\cos2\varphi\,d_{x^2-y^2}
+\tfrac{\sqrt3}{2}\sin2\varphi\,d_{xy}.
$$

The squares of the coefficients add to $\tfrac14+\tfrac34=1$, as they must. The orbitals $d_{xz}$ and $d_{yz}$ are absent because the donor plane is a nodal plane for both.

### The sum over the four donors

The angular functions contain $2\varphi$, so donors on opposite sides of the metal give equal factors. For donors 1 to 4,

$$
\sin2\varphi_L=(+,-,+,-)\sin\beta,\qquad
\cos2\varphi_L=\cos\beta\ \text{ for every }L .
$$

The diagonal element for $d_{xy}$ is therefore

$$
V_{xy,xy}=e_\sigma\sum_{L=1}^4\tfrac34\sin^2 2\varphi_L
=4\cdot\tfrac34\,e_\sigma\sin^2\beta=3e_\sigma\sin^2\beta .
$$

A diagonal element is an orbital energy if the orbital does not mix with others. Here the mixing elements vanish:

$$
V_{xy,x^2-y^2}=\tfrac34e_\sigma\cos\beta\sin\beta\,(1-1+1-1)=0,
$$

$$
V_{xy,z^2}=-\tfrac{\sqrt3}{4}e_\sigma\sin\beta\,(1-1+1-1)=0,
$$

and the elements with $d_{xz}$ and $d_{yz}$ vanish because those factors are zero. This proves

$$
\boxed{E(b_{1g})=3e_\sigma\sin^2\beta}
$$

relative to the d level without sigma bonding.

The factor 3 has a simple reading. An orbital pointing at one donor rises by $e_\sigma$. In the square, each donor sits on a lobe of our orbital, but these lobes have the amplitude $\sqrt3/2$ of a fully directed one. Each donor contributes $\tfrac34e_\sigma$, and there are four. When the bite closes, the donors leave the lobe axes at $\pm45^\circ$ and move towards the node along $x$. In the formal limit $\beta\to0$ they lie on that node and the rise vanishes. The loss relative to the square, at fixed $e_\sigma$, is $3e_\sigma\cos^2\beta$. It starts quadratically in the deviation from $90^\circ$, so small deviations matter little.

### The other d levels and the crossing

In the order $(d_{z^2},d_{x^2-y^2})$, the $a_g$ block is

$$
V(a_g)=e_\sigma
\begin{pmatrix}
1&-\sqrt3\cos\beta\\
-\sqrt3\cos\beta&3\cos^2\beta
\end{pmatrix}.
$$

Its determinant is zero, so one eigenvalue is zero. The other then equals the trace:

$$
E(a_g,\text{upper})=e_\sigma(1+3\cos^2\beta).
$$

One combination escapes the donors because all four couple to the same mixture of the two orbitals. The raised mixture is proportional to $-d_{z^2}+\sqrt3\cos\beta\,d_{x^2-y^2}$, and the combination at right angles to it does not couple. The levels $xz$ and $yz$ also stay at zero. The sum of all shifts is

$$
3e_\sigma\sin^2\beta+e_\sigma(1+3\cos^2\beta)=4e_\sigma ,
$$

one $e_\sigma$ per donor. The bite angle redistributes this total between two levels.

The $b_{1g}$ level is the higher of the two if

$$
3\sin^2\beta>1+3(1-\sin^2\beta),\qquad\text{that is}\qquad \sin^2\beta>\tfrac23 .
$$

Within this model the range is $54.74^\circ<\beta<125.26^\circ$. Outside it, the model puts the hole of the nine-electron configuration in the upper $a_g$ orbital. In a real complex, neglected terms can shift the crossing or remove it from the accessible range. At a bond length of $1.95$ Å a bite of $54.74^\circ$ leaves the two donors only about $1.8$ Å apart, where their direct coupling, neglected here, is no longer small. The crossing angle is therefore a property of the sigma-only model and not a prediction for a real ion. In an example below, mixing with the metal s orbital moves it by about six degrees.

### A worked case

Take $\beta=70^\circ$, as for a small chelate ring, and $e_\sigma=0.75$ eV. Then $\sin^2\beta=0.8830$, the angular factor is $3\times0.8830=2.649$, and

$$
E(b_{1g})=2.649\times0.75\ {\rm eV}=1.987\ {\rm eV},
$$

which corresponds to about $16\,000$ cm$^{-1}$. The square with the same $e_\sigma$ has $3\times0.75=2.250$ eV, so closing the bite by $20^\circ$ lowers this level by $0.263$ eV. The upper $a_g$ level lies at $1.013$ eV, which is $0.974$ eV below $b_{1g}$. The first guess for a nine-electron ion is clear: the hole goes into $b_{1g}$.

At $60^\circ$ the two levels are $1.687$ and $1.313$ eV, still in this order. At $50^\circ$ they are $1.320$ and $1.680$ eV, and the order is reversed.

### A numerical test of the derivation

The angular law can be tested without using the components $F_i$. Gaussian d functions $\propto e^{-0.6r^2}$ were overlapped on a three-dimensional grid with donor hybrids made of an s and a p part and the Gaussian factor $e^{-0.5\rho^2}$, where $\rho$ is the distance from the donor. The donors stood 3 length units from the metal. The overlaps, divided by the head-on overlap, were squared and summed at six bite angles from $50^\circ$ to $105^\circ$. The result for $d_{xy}$ differed from $3\sin^2\beta$ by no more than rounding error, about $2\times10^{-15}$. The five eigenvalues were compared with those above and agreed within the tolerances set: $10^{-8}$ for the zero ones and about one part in $10^5$ for the other two.

A second test concerned the perturbation step. Nine orbitals, five on the metal and four donors, were treated as a generalized eigenproblem with $E_d=-10$ eV, $E_L=-16$ eV, $\beta=70^\circ$ and a head-on overlap of $10^{-3}$. The coupling was $h=1.75\,S(E_d+E_L)/2$. The rise of the top level, divided by $e_\sigma$ from the formula with $h-E_dS$, agreed with $3\sin^2\beta$ to within one part in $10^4$. The coupling here was deliberately weak; realistic strength is another matter, taken up below.

## Second half: where the law bends

### Symbols and results carried over

The donors lie in the $xy$ plane at azimuths $\pm\beta/2$ and $\pi\pm\beta/2$, numbered so that 1 and 2 share one ring, 3 and 4 the other. The energy $e_\sigma=g_\sigma^2/(E_d-E_L)$ is the second-order rise caused by one donor in a d orbital pointing at it, and $g_\sigma$ is the coupling. The donor factors of $d_{xy}$ are $\tfrac{\sqrt3}{2}\sin\beta\,(+,-,+,-)$. They lead to

$$
E(b_{1g})=3e_\sigma\sin^2\beta,\qquad
E(a_g,\text{upper})=e_\sigma(1+3\cos^2\beta).
$$

The two cross at $\beta=54.74^\circ$. The example has $\beta=70^\circ$ and $e_\sigma=0.75$ eV, hence $E(b_{1g})=1.987$ eV. Each effect below is evaluated for these numbers with the others switched off, unless stated otherwise. The shifts are estimates of size and need not add.

In the sigma-only model the $b_{1g}$ level rises by $3e_\sigma\sin^2\beta$ and is the highest d level for bites between $54.74^\circ$ and $125.26^\circ$. It remains to estimate how the neglected effects, from pi bonding and finite coupling to ring distortions and spin–orbit coupling, change this result, and to say how it should be used in choosing the starting occupation.
